# Compression ratio of a molecular drag-pump channel at zero throughput, part 2

A groove in a fixed housing is closed by the surface of a spinning drum, which drags gas from inlet to outlet. We seek the zero-throughput compression ratio \(K_0\), the outlet pressure \(p_{\rm out}\) divided by the inlet pressure \(p_{\rm in}\).

Unrolled, the groove is a straight channel along \(x\), from inlet \(x=0\) to outlet \(x=L\), with width \(w\), depth \(h\) and section diagonal \(q=\sqrt{w^2+h^2}\). The drum wall, of width \(w\), moves at speed \(U\) towards the outlet; the other walls are at rest. Molecules do not collide with each other, and walls re-emit them diffusely at the common temperature \(T\). With molecular mass \(m\) and Boltzmann's constant \(k_B\), the mean thermal speed is \(\bar v=\sqrt{8k_BT/(\pi m)}\). Gas at rest with density \(n\) sends \(n\bar v/4\) molecules per area and time onto a surface.

A molecule has axial velocity \(v_x\) and transverse speed \(v_t\); \(\rho\) is the in-plane distance back to the wall it left. The average of \(\rho\) over the section and all in-plane directions is \(R\), and \(s\) is the averaged fraction of in-plane directions that see the moving wall:

\[
\boxed{\,s=\frac1\pi\left[\arctan\frac wh+\frac{h}{2w}\ln\frac hq
+\frac{w}{2h}\ln\frac qw\right]\,}
\]

\[
\boxed{\,R=\frac1\pi\left[w\operatorname{arsinh}\frac hw
+h\operatorname{arsinh}\frac wh+\frac{w^3+h^3-q^3}{3wh}\right]\,}
\]

The drift velocity is \(u=sU\) and the diffusivity is \(D=(\pi/4)\bar vR\). For small \(U/\bar v\) and density varying little over a typical flight, the flux per area towards the outlet obeys the first-order balance

\[
J=un-D\frac{dn}{dx}.
\]

At \(J=0\) it gives the exponential law:

\[
\frac1n\frac{dn}{dx}=k,\qquad k=\frac uD=\frac{4s}{\pi R}\,\frac{U}{\bar v}.
\]

\[
\boxed{\,K_0=\frac{p_{\rm out}}{p_{\rm in}}=e^{kL}
=\exp\!\left(\frac{4s}{\pi}\,\frac{U}{\bar v}\,\frac LR\right)\,}
\]

For wide channels, \(w\gg h\), \(s\to1/2\) and

\[
\ln K_0\to\frac{2UL}{\bar vh\,[\ln(2w/h)+1/2]} .
\]

Below, \(n_{\rm in}\) and \(n_{\rm out}\) are the densities at inlet and outlet.

### 9. The same ratio from transmission probabilities

There is a second route to \(K_0\) that does not use a drift and a diffusivity. Connect each end to a large reservoir at rest. Let \(W_f\) be the probability that a molecule entering at the inlet eventually leaves at the outlet, and \(W_b\) the probability for the opposite passage. Molecules enter the two ends at the rates \(n_{\rm in}\bar vwh/4\) and \(n_{\rm out}\bar vwh/4\). Since they do not influence each other, zero net flow means

\[
n_{\rm in}W_f=n_{\rm out}W_b,\qquad K_0=\frac{W_f}{W_b}.
\]

This holds in the collisionless model for any speed and length. It permits a test of the exponential law, because \(W_f\) and \(W_b\) can be found by following individual molecules.

For comparison, find what the first-order balance predicts for them. With constant flux \(J\), the equation \(dn/dx=k(n-J/u)\) says that \(n-J/u\) grows as \(e^{kx}\). Hence

\[
n(L)=n(0)e^{kL}-\frac Ju\left(e^{kL}-1\right).
\]

For forward passage set \(n(0)=n_{\rm in}\) and \(n(L)=0\), then divide \(J\) by \(n_{\rm in}\bar v/4\). For backward passage set \(n(0)=0\) and \(n(L)=n_{\rm out}\), and divide \(-J\) by \(n_{\rm out}\bar v/4\). With \(K=e^{kL}\),

\[
W_f=\frac{4u}{\bar v}\,\frac{K}{K-1},\qquad
W_b=\frac{4u}{\bar v}\,\frac1{K-1}.
\]

Their ratio is \(K\), as required. These expressions ignore the resistance of the open ends. Suppose that each end lets the channel density differ from the reservoir density by \(\epsilon|J|\), with the same constant \(\epsilon\). For forward passage \(n(0)=n_{\rm in}-\epsilon J\) and \(n(L)=\epsilon J\), so the profile equation gives

\[
J\left[\epsilon(K+1)+\frac{K-1}{u}\right]=n_{\rm in}K .
\]

For backward passage, with \(j=-J\), the end densities are \(n(0)=\epsilon j\) and \(n(L)=n_{\rm out}-\epsilon j\). The same bracket then multiplies \(j\), and the right-hand side is \(n_{\rm out}\). Within this simple description the ends reduce both probabilities by one common factor, which drops out of \(K_0\).

### 10. Why a straight channel cannot follow the law for ever

A molecule can fly from outlet to inlet without touching any wall. For diffuse entry the probability per solid angle is \(\cos\vartheta/\pi\), with \(\vartheta\) measured from the channel axis. In a long channel the far opening has solid angle close to \(wh/L^2\), and \(\cos\vartheta\approx1\). The probability of direct flight is therefore

\[
P_d\approx\frac{wh}{\pi L^2}.
\]

No wall motion can influence such a molecule. Since \(W_b\ge P_d\) and \(W_f\le1\), a long straight channel obeys

\[
K_0\le\frac1{P_d}\approx\frac{\pi L^2}{wh}.
\]

An exponential in \(L\) must eventually exceed any quadratic function of \(L\). In a straight channel the law therefore fails at sufficient length, however slow the wall. It requires that \(P_d\) be much smaller than the \(W_b\) of Section 9.

Direct flight is the extreme member of a larger class. Assume a profile \(e^{kx}\) in an infinitely long straight channel and consider molecules moving towards the inlet. A molecule with transverse speed \(v_t\) comes from a place \(|v_x|\rho/v_t\) further up the channel. Its contribution to the backflow contains

\[
\int_0 v_t\,dv_t\;\exp\!\left(\frac{k|v_x|\rho}{v_t}\right),
\]

which diverges at small \(v_t\). Molecules travelling almost parallel to the axis would bring gas from regions of unlimited density. The finite length removes the divergence, but the exponential profile is thereby revealed as a leading approximation for weak drag, not a strict solution.

A groove bent round a drum limits these long flights. Let the drum radius be \(r_d\). Take a groove running round the circumference. In a plane perpendicular to the drum axis, the longest straight line touches the drum at its middle and ends on the groove floor at radius \(r_d+h\). By Pythagoras its length is

\[
\ell_s=2\sqrt{(r_d+h)^2-r_d^2}.
\]

A line may also slant across the width of the groove. That makes it longer but carries it no further round the drum. The arc of drum surface spanned by the line is shorter than \(\ell_s\), so if \(\ell_s<L\), with \(L\) measured along the drum surface, the ends cannot see each other. We continue to use the straight-channel values of \(s\) and \(R\) for the bent groove. For the drum and groove of Section 11, bending lowers the drift velocity by about 18 % and the diffusivity by about 17 %, both measured along the drum surface. The two changes largely cancel in the exponent, and to first order \(K_0\) falls only from 28.5 to about 27. They do not cancel in the leak parameter of Section 13, which contains \(s\) alone and is therefore underestimated. With the leak formula otherwise unchanged, bending lowers the ratio found there from 17.6 to about 16.

### 11. Hydrogen in a single groove

Take hydrogen at 300 K in a groove with \(w=10\) mm, \(h=3\) mm and \(L=150\) mm. The drum has \(r_d=50\) mm and surface speed \(U=200\) m/s, which means 637 revolutions per second. The inlet pressure is \(1\times10^{-4}\) Torr.

The geometry gives \(s=0.3705\) and \(R=2.381\) mm, and hydrogen has \(\bar v=1775\) m/s. Then

\[
u=0.3705\times200\ \text{m/s}=74.1\ \text{m/s},
\]

\[
D=\frac\pi4\times1775\ \text{m/s}\times2.381\times10^{-3}\ \text{m}
=3.32\ \text{m}^2/\text{s},
\]

\[
k=\frac{74.1}{3.32}\ \text{m}^{-1}=22.3\ \text{m}^{-1},\qquad
kL=3.35,\qquad K_0=e^{3.35}=28.5 .
\]

The predicted outlet pressure is \(2.85\times10^{-3}\) Torr, or 0.38 Pa.

The speed ratio is \(U/\bar v=0.113\), and the density changes by a fraction \(kR=0.053\) over the mean wall distance. The conditions for the first-order balance are reasonably met. Following molecules through a straight channel of these dimensions gave the following ratios.

| Case | Law | Simulation | Standard error |
|---|---:|---:|---:|
| full \(L\), full \(U\) | 28.5 | 29.3 | 3.1 % |
| \(L/2\), full \(U\) | 5.34 | 5.76 | 2.7 % |
| full \(L\), \(U/2\) | 5.34 | 5.66 | 3.1 % |

The standard errors are relative to the simulated ratios. At full length and speed the law agrees within the statistical error, but partly because two corrections of opposite sign nearly cancel there: a finite-length effect that raises \(\ln K_0\), and terms of higher order in \(U/\bar v\) that lower it. At half length the simulation lies 8 % above the law, nearly three standard errors. The simple end resistance of Section 9 cancels in the ratio and so cannot explain this. The excess is not sampling noise, and it persists as \(U\to0\), where \(\ln K_0\) lies about 8 % above \(kL\) at half length and about 5 % above it at full length. It is therefore an effect of the finite length, already present at first order in \(U\). Its mechanism is not analysed here.

The growth with length can be separated from a constant end effect by comparing the two lengths at full speed. The increase of \(\ln K_0\) per length is \(0.973\,k\). At full length, doubling the speed multiplies \(\ln K_0\) by 1.95, where the law says 2. The statistical error of the slope is about \(0.025\,k\), too large to show a departure of a few per cent. The departure is nevertheless systematic: without sampling noise the model gives about \(0.94\,k\) for the slope and 1.92 for the doubling factor.

The individual probabilities are instructive. Without end resistance, Section 9 gives

\[
W_f=\frac{4\times74.1}{1775}\times\frac{28.5}{27.5}=0.173,\qquad
W_b=\frac{0.173}{28.5}=0.0061 .
\]

The simulation found 0.154 and 0.00525, both lower by roughly a tenth (the second has a standard error near 3 %). Their ratio is much less affected, as expected if end resistance is the main cause.

Direct flight has the estimated probability \(P_d=4.2\times10^{-4}\). In the simulation it made up 7.4 % of the backward transmission. For the bent groove the length defined in Section 10 is \(\ell_s=2\sqrt{53^2-50^2}\ \text{mm}=35\) mm, well below 150 mm, so this direct path from end to end is absent.

### 12. Nitrogen shows the failure

With the same section, temperature and wall speed, nitrogen has \(\bar v=476\) m/s and \(U/\bar v=0.42\). For a straight channel of 60 mm the law predicts \(K_0=147\). The simulation gave 57.3, with a standard error of 2.3 %. The law is too high by a factor of about 2.6.

The simulated probability of direct flight was \(2.68\times10^{-3}\), close to the estimate \(2.65\times10^{-3}\). It accounted for 34.8 % of the backward transmission. Removing that share while leaving \(W_f\) unchanged would raise the ratio to \(57.3/(1-0.348)=88\), still far below 147.

Direct flight is thus a large part of the discrepancy but not all of it. The remainder has not been traced. Long flights between walls, end effects in this short channel and other terms beyond first order in \(U/\bar v\) are all candidates, and the simulation does not separate them. Nor does the result tell us the compression in a bent groove, where the long flights are cut short.

### 13. Leakage past the land

The groove covers 150 mm of the drum's circumference. Over the remaining arc a solid land separates outlet from inlet, with a clearance \(c\) above the drum. The drum surface leaves the outlet, passes under the land and arrives at the inlet, carrying gas with it.

The gap is very shallow, so we give its drift velocity the wide-plate value \(u_g=U/2\). In the example the curvature of the drum makes the true value about 4 % lower. Let \(x'\) run under the land from outlet to inlet, let \(k_g\) be the growth constant of the gap and \(J_g\) the flux in it. The profile is

\[
n(x')=\frac{J_g}{u_g}+Ce^{k_gx'} .
\]

If the land has length \(\ell\) with \(k_g\ell\gg1\), the density at the far end can match the low inlet density only if \(|C|\) is at most of order \(n_{\rm out}e^{-k_g\ell}\). The condition \(n(0)=n_{\rm out}\) then gives \(J_g=n_{\rm out}U/2\). This neglects conditions at the gap's entrance. If the gas in front of the gap were at rest, entrance resistance would lower the leak by roughly a tenth in the hydrogen example. The drum, however, also moves in front of the gap and drags gas towards its mouth, which largely makes up for this loss. The density of the gap stays near the outlet value until close to the inlet. Here \(\ell=(2\pi\times50-150)\ \text{mm}=164\) mm. With \(c=0.05\) mm, the wide-channel formula gives \(k_g\approx0.7\ \text{mm}^{-1}\), so the condition is amply met.

The leak carries \(n_{\rm out}cwU/2\) molecules per unit time. In steady operation with no external throughput, the groove must carry the same number forward. Its flux per area is

\[
J=\frac{n_{\rm out}cU}{2h},\qquad
\frac Ju=\eta\,n_{\rm out},\qquad \eta=\frac{c}{2sh}.
\]

Insert this in the profile equation of Section 9:

\[
n_{\rm out}=K_0n_{\rm in}-\eta n_{\rm out}(K_0-1).
\]

Solving for the density ratio gives

\[
\boxed{\,K_{\rm leak}=\frac{K_0}{1+\eta(K_0-1)}\,}
\]

For \(c\to0\) the earlier result returns. For very large \(K_0\) the ratio saturates at \(1/\eta=2sh/c\), so that additional groove length no longer helps. In the example,

\[
\eta=\frac{0.05}{2\times0.3705\times3}=0.0225,\qquad
K_{\rm leak}=\frac{28.5}{1+0.0225\times27.5}=17.6 .
\]

A clearance of one sixtieth of the groove depth removes 38 % of the ideal compression ratio. Leakage sideways over the edges of the groove is not included.

### 14. Collisions and the real pump

The model also needs a mean free path longer than the channel is deep. For molecules of diameter \(d\) it is

\[
\lambda=\frac{k_BT}{\sqrt2\,\pi d^2p}.
\]

With the rough value \(d=0.27\) nm and the leak-free outlet pressure of 0.38 Pa, \(\lambda=34\) mm. This is 11 times the depth and more than three times the width. Since \(\lambda\) varies as \(1/p\), it would equal the depth at an outlet pressure about 11 times higher, near 0.03 Torr. The collisionless result should not be used there.

In the hydrogen example, the leak past the land moves the ratio from 28.5 to 17.6. A clearance wider than 0.05 mm lowers it further. Real stages may also have several grooves in parallel, helical paths and walls that do not re-emit perfectly diffusely. Their effects have not been calculated, so 17.6 is the result of this model with one leak and the straight-channel values of \(s\) and \(R\), not a pump specification. The numerical output below lists the values used.

## Calculated quantities

```
Groove width w: 10 mm
Groove depth h: 3 mm
Groove length L: 150 mm
Wall speed U: 200 m/s
Temperature: 300 K
Drum radius: 50 mm
Drum rotation: 636.6 Hz
Drag fraction s, formula: 0.37054
Drag fraction s, quadrature: 0.37054
Mean wall distance R, formula: 2.381 mm
Mean wall distance R, rays: 2.3812 mm
Test wall speed / sqrt(kT/m): 2
Simulated drift/U at that speed: 0.3699
Simulated D / formula D: 1.012
H2 mean thermal speed v: 1775 m/s
H2 speed ratio U/v: 0.113
H2 drift speed sU: 74.11 m/s
H2 channel diffusivity D: 3.319 m2/s
H2 growth constant k: 0.02233 1/mm
H2 exponent kL: 3.349
H2 compression K0, law: 28.5
H2 K0, simulated straight channel: 29.3
  its relative standard error: 3.1 %
H2 ln K0, simulated: 3.38
H2 forward transmission: 0.154
H2 backward transmission: 0.00525
H2 K0 at L/2, law: 5.34
H2 K0 at L/2, simulated: 5.76
  its relative standard error: 2.7 %
Simulated slope / k: 0.973
H2 K0 at U/2, simulated: 5.66
  its relative standard error: 3.1 %
ln K0 ratio, U over U/2, simulated: 1.95
Direct flight estimate, length L: 0.000424
Direct share of H2 backflow, simulated: 7.4 %
Longest sight line in curved groove: 35.2 mm
N2 test channel length: 60 mm
N2 mean thermal speed: 476.2 m/s
N2 speed ratio U/v: 0.42
N2 K0, law: 147
N2 K0, simulated straight channel: 57.3
  its relative standard error: 2.3 %
N2 direct flight estimate: 0.00265
N2 direct flight, simulated: 0.00268
Direct share of N2 backflow, simulated: 34.8 %
Land clearance c: 0.05 mm
Leak parameter c/(2sh): 0.0225
H2 compression with land leak: 17.6
Inlet pressure: 0.0001 Torr
Outlet pressure without leak: 0.00285 Torr
Outlet pressure without leak: 0.38 Pa
H2 molecular diameter, rough input: 0.27 nm
H2 mean free path at outlet: 34 mm
Outlet Knudsen number, path/depth: 11
```
